# The RPA Chemical Potential as an On-Shell G0W0 Energy

## Definitions and conventions

The system is the three-dimensional, spin-unpolarized electron gas at zero temperature. Hartree atomic units are used. A uniform positive background has the density $n$ of the electrons and follows it when $n$ changes, so the Hartree terms cancel. The state is the paramagnetic one, with occupied wavevectors $k<k_F$. Then

$$n=\frac{k_F^3}{3\pi^2}=\frac{3}{4\pi r_s^3},\qquad \varepsilon_k=\frac{k^2}{2},\qquad e_F=\frac{k_F^2}{2},\qquad v(q)=\frac{4\pi}{q^2}.$$

With $n_k=1$ inside the Fermi sphere and $0$ outside, the free density response at imaginary frequency is

$$\chi_0(q,i\omega)=2\int\!\frac{d^3k}{(2\pi)^3}\,\frac{n_k-n_{k+q}}{i\omega+\varepsilon_k-\varepsilon_{k+q}}.$$

The screened interaction and its part beyond $v$ are

$$W_0=\frac{v}{1-v\chi_0},\qquad W_c=W_0-v=\frac{v^2\chi_0}{1-v\chi_0}.$$

The random-phase approximation (RPA) takes $\chi_\eta=\chi_0/(1-\eta v\chi_0)$ as the response when the interaction is $\eta v$. The RPA energy per volume, $E(n)$, is the sum of the kinetic and exchange energies of the Fermi sphere and the correlation energy $E_c$ that follows from $\chi_\eta$.

The $G_0W_0$ self-energy is $\Sigma=\Sigma_x+\Sigma_c$. Its exchange part comes from $v$, and its correlation part is

$$\Sigma_c(k,\omega)=i\int\!\frac{d^3q}{(2\pi)^3}\int\!\frac{d\omega'}{2\pi}\,G_0(k+q,\omega+\omega')\,W_c(q,\omega'),$$

with time-ordered functions and free energies $\varepsilon_k$ in $G_0$.

## The theorem

**Theorem.** Under these assumptions,

$$\boxed{\frac{dE}{dn}=e_F+\Sigma_x(k_F)+\Sigma_c(k_F,e_F).}$$

The left side is the chemical potential $\mu$ of the neutral system. The self-energy is taken at the free Fermi energy, without a renormalization factor. Linearizing the quasiparticle equation $\epsilon=e_F+\Sigma(k_F,\epsilon)$ about $e_F$ would instead give $e_F+Z\Sigma(k_F,e_F)$, with $Z=(1-\partial\Sigma/\partial\omega)^{-1}$. That differs from the theorem whenever $Z\ne1$ and $\Sigma\ne0$.

## Three lemmas

**Lemma 1 (ring energy).**

$$E_c=\frac12\int\!\frac{d^3q}{(2\pi)^3}\int_{-\infty}^{\infty}\!\frac{d\omega}{2\pi}\,\bigl[\ln(1-v\chi_0)+v\chi_0\bigr].$$

*Proof.* Turn on the interaction as $\eta v$ at fixed density. By the Hellmann–Feynman theorem, the energy changes at the rate

$$\frac{dE}{d\eta}=\frac12\int\!\frac{d^3q}{(2\pi)^3}\,v(q)\,[S_\eta(q)-n],$$

where $S_\eta$ is the density correlation $\langle\rho_q\rho_{-q}\rangle$ per volume. An excitation of energy $\Omega$ that contributes weight $s$ to $S_\eta$ contributes $-2s\Omega/(\omega^2+\Omega^2)$ to $\chi_\eta(q,i\omega)$. Since $\int d\omega\,2\Omega/(\omega^2+\Omega^2)=2\pi$, we have $S_\eta=-\int(d\omega/2\pi)\chi_\eta$. The value at $\eta=0$ gives the exchange energy, so

$$E_c=-\frac12\int\!\frac{d^3q}{(2\pi)^3}\int\!\frac{d\omega}{2\pi}\int_0^1\!d\eta\left[\frac{v\chi_0}{1-\eta v\chi_0}-v\chi_0\right].$$

The $\eta$ integral is $-\ln(1-v\chi_0)-v\chi_0$. $\square$

**Lemma 2 (response of $\chi_0$ to density).** Let $\Delta=\varepsilon_{k+q}-\varepsilon_k$, and let $\langle\cdot\rangle$ be the average over directions of $k$ at $|k|=k_F$. Then

$$\frac{d\chi_0(q,i\omega)}{dn}=-\left\langle\frac{2\Delta}{\omega^2+\Delta^2}\right\rangle .$$

*Proof.* In the term with $n_{k+q}$ substitute $k\to-k-q$. This turns $n_{k+q}$ into $n_k$ and reverses the sign of the energy difference. Hence

$$\chi_0=2\int\!\frac{d^3k}{(2\pi)^3}\,n_k\left[\frac1{i\omega-\Delta}-\frac1{i\omega+\Delta}\right]=-2\int\!\frac{d^3k}{(2\pi)^3}\,n_k\,\frac{2\Delta}{\omega^2+\Delta^2}.$$

The occupations enter linearly. Raising $k_F$ fills a shell holding $2\cdot4\pi k_F^2dk_F/(2\pi)^3=k_F^2dk_F/\pi^2=dn$ electrons per volume, which gives the result. $\square$

**Lemma 3 (self-energy on the imaginary axis).**

$$\Sigma_c(k_F,e_F)=\int\!\frac{d^3q}{(2\pi)^3}\int\!\frac{d\omega}{2\pi}\,W_c(q,i\omega)\left\langle\frac{\Delta}{\omega^2+\Delta^2}\right\rangle .$$

*Proof.* At $|k|=k_F$ and $\omega=e_F$, the poles of $G_0$ in $\omega'$ lie at $\omega'=\Delta$. For empty states $\Delta>0$ and the pole is just below the real axis; for occupied states $\Delta<0$ and it is just above. The singularities of $W_c$ are placed in the same way. The first and third quadrants are therefore free of singularities, and the contour can be turned to $\omega'=i\omega$. The arcs vanish because $G_0$ falls as $1/\omega'$ and $W_c$ as $1/\omega'^2$. With $d\omega'=i\,d\omega$, the prefactor $i$ becomes $-1$:

$$\Sigma_c=-\int\!\frac{d^3q}{(2\pi)^3}\int\!\frac{d\omega}{2\pi}\,\frac{W_c(q,i\omega)}{i\omega-\Delta},\qquad -\frac1{i\omega-\Delta}=\frac{\Delta+i\omega}{\omega^2+\Delta^2}.$$

The singularity at $\omega=\Delta=0$ behaves as the inverse distance in the $(\omega,\Delta)$ plane and is integrable. As $W_c$ is even in $\omega$, the imaginary part cancels. By isotropy, averaging over the direction of $k$ changes nothing. $\square$

## Proof of the theorem

*Kinetic energy.* The shell $dn$ adds $e_F\,dn$.

*Exchange.* The exchange self-energy is

$$\Sigma_x(k)=-\int_{p<k_F}\!\frac{d^3p}{(2\pi)^3}\frac{4\pi}{|k-p|^2}.$$

The exchange energy per volume is half the sum of $\Sigma_x(k)$ over occupied states of both spins, that is, $\int_{k<k_F}d^3k\,\Sigma_x(k)/(2\pi)^3$. It is symmetric in its two Fermi spheres, $k$ and $p$. Raising $k_F$ changes both, which gives a factor 2, and each shell has $d^3k/(2\pi)^3$ volume $dn/2$. The change is $\Sigma_x(k_F)\,dn$. The angular integral followed by $p=k_Ft$ gives

$$\Sigma_x(k_F)=-\frac{k_F}{\pi}\int_0^1\!t\ln\frac{1+t}{1-t}\,dt=-\frac{k_F}{\pi}.$$

The last integral equals 1: integrate by parts with $(t^2-1)/2$ as the antiderivative of $t$. The boundary terms vanish and the remaining integrand is 1.

*Correlation.* The derivative of the bracket in Lemma 1 with respect to $\chi_0$ is $-v/(1-v\chi_0)+v=-W_c$. With Lemma 2,

$$\frac{dE_c}{dn}=-\frac12\int\!\frac{d^3q}{(2\pi)^3}\int\!\frac{d\omega}{2\pi}\,W_c\,\frac{d\chi_0}{dn}
=\int\!\frac{d^3q}{(2\pi)^3}\int\!\frac{d\omega}{2\pi}\,W_c\left\langle\frac{\Delta}{\omega^2+\Delta^2}\right\rangle .$$

This is $\Sigma_c(k_F,e_F)$ by Lemma 3. Differentiation under the integral is allowed because the resulting integral converges absolutely and locally uniformly in $k_F$, as its reduced form below shows. $\square$

**Remark (why $k_F$).** For $k>k_F$ and $\omega=\varepsilon_k$, empty states with $e_F<\varepsilon_{k+q}<\varepsilon_k$ have poles with negative real part but still below the real axis. They lie in the third quadrant, and turning the contour adds their residues. Lemma 3 then no longer holds in the stated form.

## Reduced integrals

Set $q=k_FQ$, $\omega=k_F^2Qu$, $\lambda=4/(\pi k_F)$ and $\chi_0=-(k_F/\pi^2)R(Q,u)$. Then $-v\chi_0=\lambda R/Q^2$. On the Fermi surface $\Delta=k_F^2Q(x+Q/2)$, where $x$ is the cosine between $k$ and $q$, so

$$\left\langle\frac{\Delta}{\omega^2+\Delta^2}\right\rangle=\frac{L}{4k_F^2Q},\qquad L=\ln\frac{u^2+(1+Q/2)^2}{u^2+(1-Q/2)^2}.$$

For $R$, do the same angular integral at radius $k_F\kappa$ and combine its two logarithms into one integral over $-1<\kappa<1$:

$$R=\frac1{2Q}\int_{-1}^{1}\!\kappa\ln\bigl[u^2+(\kappa+a)^2\bigr]d\kappa=\frac1{2Q}\int_{a-1}^{a+1}\!\frac{[1-(y-a)^2]\,y}{u^2+y^2}\,dy,\quad a=\frac Q2 .$$

The second form follows by parts, again with $(\kappa^2-1)/2$, and $y=\kappa+a$. Its integrand is $(1-a^2+u^2)y/(u^2+y^2)+2ay^2/(u^2+y^2)-y$. Integrating term by term, for $u>0$,

$$R=\frac12\left\{1+\frac{1+u^2-a^2}{2Q}L-u\left[\arctan\frac{1+a}{u}+\arctan\frac{1-a}{u}\right]\right\}.$$

$R$ is positive and even in $u$. The measure is $d^3q\,d\omega\to4\pi k_F^5Q^3dQ\,du$. Dividing Lemma 1 by $n$ gives the ring energy per electron, and Lemma 3 gives the self-energy:

$$\epsilon_c=\frac{3k_F^2}{8\pi}\int_0^\infty\!Q^3dQ\int_{-\infty}^{\infty}\!du\left[\ln\Bigl(1+\frac{\lambda R}{Q^2}\Bigr)-\frac{\lambda R}{Q^2}\right],$$

$$\Sigma_c(k_F,e_F)=-\frac{k_F}{4\pi^2}\int_0^\infty\!dQ\int_{-\infty}^{\infty}\!du\,\frac{L\,\lambda R}{Q^2+\lambda R}.$$

The second integrand is positive, so $\Sigma_c(k_F,e_F)<0$. It is of order $Q$ after the $u$ integral as $Q\to0$, has an integrable logarithm at $Q=2,u=0$, and decays fast enough at large $Q$ and $u$.

## The high-density expansion

**Proposition.** As $r_s\to0$,

$$\epsilon_c=A\ln r_s+B+O(r_s\ln r_s),\qquad \Sigma_c(k_F,e_F)=A\ln r_s+C+O(r_s\ln r_s),$$

with $A=(1-\ln2)/\pi^2$ and $C=B-A/3$.

*Proof for the energy.* At small $Q$, $L=2Q/(1+u^2)+O(Q^3)$ and $R=R_0+O(Q^2)$, where $R_0=1-u\arctan(1/u)$. For $Q<1$ first replace $R$ by $R_0$. With $b=\lambda R_0$ and $t=Q^2$, integration by parts gives

$$\frac12\int_0^1\!\Bigl[t\ln\Bigl(1+\frac bt\Bigr)-b\Bigr]dt=\frac12\left[\frac{\ln(1+b)}2+\frac b2-\frac{b^2}2\ln\frac{1+b}{b}-b\right]=\frac{b^2}{4}\Bigl(\ln b-\frac12\Bigr)+O(b^3).$$

What remains, namely the effect of $R-R_0$ for $Q<1$ and everything for $Q>1$, can be expanded to second order in $\lambda$, where $\ln(1+x)-x\simeq-x^2/2$. For $Q<1$ the derivative of the neglected part is $x^2/(1+x)$ with $x\sim\lambda/Q^2$, and $R-R_0=O(Q^2)$. The error is thus at most of order $\lambda\int_0^1Q^3\min(x,x^2)\,dQ\sim\lambda^3\ln(1/\lambda)$; for $Q>1$ it is of order $\lambda^3$. The decay in $u$ makes the outer integral converge. Since $k_F^2\lambda^2=16/\pi^2$ and $\lambda\propto r_s$, the relative order is $r_s\ln r_s$, and

$$A=\frac3{2\pi^3}\int\!R_0^2\,du,$$

$$B=\frac3{2\pi^3}\int\!R_0^2\Bigl[\ln\frac{\lambda R_0}{r_s}-\frac12\Bigr]du-\frac3{\pi^3}\int_0^\infty\!\frac{dQ}Q\int\!du\,\bigl[R^2-\theta(1-Q)R_0^2\bigr].$$

*Proof for the self-energy.* For $Q<1$, the leading forms of $L$ and $R$ give

$$\int_0^1\!\frac{2Q\,b}{Q^2+b}\,dQ=b\ln\frac{1+b}{b}=-b\ln b+O(b^2).$$

In the remainder, $\lambda R/(Q^2+\lambda R)$ may be replaced by $\lambda R/Q^2$. The factors $O(Q^3)$ in $L$ and $O(Q^2)$ in $R$ limit the error to order $\lambda^2\ln(1/\lambda)$. Because $k_F\lambda=4/\pi$,

$$\Sigma_c\simeq\frac1{\pi^3}\int\!\frac{R_0\ln(\lambda R_0)}{1+u^2}\,du-\frac1{\pi^3}\int_0^\infty\!\frac{dQ}{Q^2}\int\!du\left[LR-\theta(1-Q)\frac{2QR_0}{1+u^2}\right].$$

The coefficient of $\ln r_s$ is $J/\pi^3$ with $J=\int R_0\,du/(1+u^2)$.

*The two logarithms agree.* Differentiation gives $uR_0'=R_0-1/(1+u^2)$. By parts,

$$\int\!R_0^2\,du=-2\int\!uR_0R_0'\,du=-2\int\!R_0^2\,du+2J,$$

so $3\int R_0^2du=2J$, and both coefficients are $J/\pi^3$. To find $J$, put $u=\cot\varphi$ for $u>0$:

$$J=\pi-2\int_0^{\pi/2}\!\varphi\cot\varphi\,d\varphi=\pi+2\int_0^{\pi/2}\!\ln\sin\varphi\,d\varphi=\pi(1-\ln2).$$

The last integral, $S$, equals that of $\ln\cos\varphi$. Adding them gives $2S=\int_0^{\pi/2}\ln(\tfrac12\sin2\varphi)\,d\varphi=S-(\pi/2)\ln2$. Hence $A=(1-\ln2)/\pi^2$.

*The constants.* The theorem gives $n\epsilon_c=\int\Sigma_c\,dn$. Since $\ln r_s=-\frac13\ln n+\text{const}$, integrating $A\ln r_s+C$ gives $n(A\ln r_s+A/3+C)$ to leading orders. Therefore $B=C+A/3$. $\square$

Evaluating the integrals by Gauss–Legendre quadrature gives $A=0.03109$. The two parts of $B$ are $-0.0454$ and $-0.0257$, so $B=-0.0711$ hartree. The separate integrals in $\Sigma_c$ give $C=-0.08146$, equal at this precision to $B-A/3$.

## What the full expansion adds

The Gell-Mann–Brueckner expansion of the electron gas has the ring terms above and, at the same order as $B$, second-order exchange. In second-order perturbation theory the energy is $-\frac14\sum|\langle ab|ij\rangle-\langle ab|ji\rangle|^2$ divided by the excitation energy, summed over occupied spin orbitals $i,j$ and empty ones $a,b$. The squared terms belong to the rings. The cross term has the opposite sign and prefactor $\frac12$; it requires equal spins, which supplies a factor 2. With occupied wavevectors $k$ and $-p$ and momentum transfer $q$,

$$\frac{E_{2x}}V=\int\!\frac{d^3q\,d^3k\,d^3p}{(2\pi)^9}\,\frac{v(q)\,v(|k+p+q|)}{q^2+q\cdot(k+p)},\qquad k,p<k_F<|k+q|,|p+q|.$$

Scaling all wavevectors by $k_F$ gives $k_F^{9-4-2}=k_F^3\propto n$. The energy per electron $\epsilon_{2x}$ is therefore independent of density, and $d(n\epsilon_{2x})/dn=\epsilon_{2x}$. Monte Carlo integration gives $\epsilon_{2x}=0.0242$ hartree, with a standard error of $0.0001$ when rounded up.

The constant in the full energy is thus $-0.0711+0.0242=-0.0469$ hartree, and in the full chemical potential $-0.0815+0.0242=-0.0573$ hartree. Neither side of the theorem contains $\epsilon_{2x}$. The $G_0W_0$ result has the correct logarithm at high density, but its constant is too low by this amount.

## Worked example

Take $r_s=2$ bohr. Then $n=3/(32\pi)=0.02984$ bohr$^{-3}$ and $k_F=0.9596$ bohr$^{-1}$. The three terms are

$$e_F=\frac{0.9596^2}2=0.4604,\qquad \Sigma_x=-\frac{0.9596}{\pi}=-0.3054,\qquad \Sigma_c=-0.0695\ \text{hartree},$$

the last from quadrature of its reduced integral. Their sum is

$$\mu=0.4604-0.3054-0.0695=0.0854\ \text{hartree}=2.32\ \text{eV},$$

where the sum was formed before rounding. A five-point finite difference of the total RPA energy per volume, with density steps of 2%, gives the same $0.0854$ hartree.

The total RPA energy per electron, $\epsilon=E/n$, is $-0.0146$ hartree. The difference $\mu-\epsilon=n\,d\epsilon/dn=0.1001$ hartree is the pressure divided by the density. It is positive: within RPA, the neutral gas at this density would lower its energy by expanding.

For correlation alone, the ring energy and the self-energy, in hartree, are:

| $r_s$ (bohr) | $\epsilon_c$ | $d(n\epsilon_c)/dn$ | $\Sigma_c(k_F,e_F)$ |
|---|---|---|---|
| 1 | −0.0788 | −0.0874 | −0.0874 |
| 2 | −0.0618 | −0.0695 | −0.0695 |
| 5 | −0.0425 | −0.0488 | −0.0488 |

The third column is again a finite difference. The self-energy is lower than the energy per electron because $\epsilon_c$ itself becomes more negative as the density rises.

At high density, $\Sigma_c$ approaches $A\ln r_s+B-A/3$:

| $r_s$ (bohr) | $\Sigma_c$ (hartree) | $\Sigma_c$ minus limit (hartree) |
|---|---|---|
| 0.1 | −0.15404 | $-9.9\times10^{-4}$ |
| 0.01 | −0.22478 | $-1.40\times10^{-4}$ |
| 0.001 | −0.29625 | $-1.82\times10^{-5}$ |

Divided by $r_s$, the differences are $-0.0099$, $-0.0140$ and $-0.0182$ hartree per bohr. They change by nearly equal amounts per decade, as a remainder of the form $r_s(c_1\ln r_s+c_2)$ would.

Numerical values quoted here were computed with a short program.
